Fitting U_d and U_p to a hybrid by Bayesian optimization

**What the symmetry leaves to be fitted**

A band structure has no absolute zero of energy. Moving every orbital level by the same amount changes no gap and no band measured from the valence top. Two Hubbard parameters can therefore be separated by such data only if they do more than move levels together or repeat each other's effect.

Take one d orbital and one p_σ orbital sharing one electron per spin. If n is the d occupation per spin, the p occupation is 1 − n. The usual +U potential moves an orbital by U(1/2 − n_i), so the d level moves by U_d(1/2 − n) and the p level by −U_p(1/2 − n). Their difference moves by

(U_d + U_p)(1/2 − n).

A common shift is invisible, so all relative energies of this pair depend on the sum S = U_d + U_p alone. No optimizer can find the two parameters separately from them. A further band is needed whose position relative to this pair does not depend on S alone. Here it is a filled, nonbonding p_π band.

**The model and its conventions**

Formulas are in atomic units and numbers in eV. The system is a closed-shell chain with one d, one p_σ and one p_π orbital per cell and two electrons per spin. The d shell is nominally empty. For one orbital per spin, the correction energy and its potential are

E_U = (U/2)(n_i − n_i²),

V_U = dE_U/dn_i = U(1/2 − n_i).

The p_σ orbital is odd and d is even, so the hoppings from d to its right and left p_σ neighbours are t and −t. With k in units of the inverse lattice constant,

h_dp(k) = t(1 − e^(−ik)),

|h_dp|² = 2t²(1 − cos k) = 4t² sin²(k/2).

The bare d level lies Δ above p_σ. The bare π band is c + 2t_π cos k, with t_π > 0, and does not mix with the σ pair. Baseline levels are frozen: the response of the Hartree and semilocal potentials to charge flow is left out.

The reference is a model hybrid, which replaces a fraction α of semilocal exchange by Fock exchange. Per spin, the Fock energy is −½Σ_ij v_ij|ρ_ij|², where ρ is the density matrix. Its on-site part is −In²/2. The semilocal counterpart is modelled by −In/2, which agrees with it at n = 0 and n = 1. The replacement adds

α(−In²/2 + In/2) = (αI/2)(n − n²).

This is +U with U = αI. Exchange between d and p_σ neighbours adds something else. Each bond occurs in both orders in the sum and contributes −αV|ρ_dp|², hence a matrix element −αVρ_dp. No semilocal counterpart is assigned to it, and other intersite exchange is neglected.

To find its sign, let τ be the full hopping and R half the separation of the σ bands at k. The projector on the lower band has off-diagonal element −τ(1 − e^(−ik))/(2R). Averaging over k removes the odd imaginary part, and for the right-hand bond

ρ_dp = −τ⟨(1 − cos k)/(2R)⟩ = −τ⟨sin²(k/2)/R⟩.

Thus τ = t − αVρ_dp exceeds t in magnitude. Intersite exchange strengthens the hopping, while an on-site U only moves levels.

**From U to the bands**

The corrected σ levels are

ε_d = Δ + U_d(1/2 − n),

ε_σ = U_p[1/2 − (1 − n)] = U_p(n − 1/2).

Subtraction gives the splitting

D = ε_d − ε_σ = Δ + S(1/2 − n).

The σ bands are (ε_d + ε_σ)/2 ± R, with

R(k) = √[D²/4 + 4t² sin²(k/2)].

The d weight of the lower band is ½[1 − D/(2R)]. For D > 0, its average is

n = ½[1 − ⟨1/√(1 + μ sin²(k/2))⟩], μ = 16t²/D².

Setting θ = k/2 turns the average into (2/π)∫ dθ/√(1 + μ sin²θ) from 0 to π/2. With K(m) = ∫ dθ/√(1 − m sin²θ) over the same range,

n(D) = ½[1 − (2/π)K(−16t²/D²)].

The π orbital has occupation one, so its shift is −U_p/2 and its top lies at c + 2t_π − U_p/2. Write b = c + 2t_π and W = U_p n. Since ε_σ + U_p/2 = U_p n, the σ bands measured from the π top are

E±(k) = W − b + D/2 ± R(k).

At k = 0, R = D/2, so the σ valence band reaches W − b. The π top is the valence top if W < b. The lowest conduction state is also at k = 0, and the gap is

g = D + W − b.

Within this model, D and W carry all the information about U_d and U_p. Given them, the parameters follow:

S = (D − Δ)/(1/2 − n(D)),

U_p = W/n(D), U_d = S − U_p.

The solution is unique for nonzero hopping, because then 0 < n < 1/2. It may still be badly conditioned. An error δW at fixed D produces

δU_p = δW/n, δU_d = −δW/n.

For weak hopping, (2/π)K(−μ) ≈ 1 − μ/4, so n ≈ μ/8 = 2t²/D² and the amplification grows as D²/(2t²). In the ionic limit n = 0, and even the three-band structure gives only S. In the opposite limit, t much larger than D, n approaches 1/2. The factor 1/2 − n then vanishes, and it is S that becomes hard to determine.

Both limits appear in one determinant. Let n′ = dn/dD and D′ = dD/dS. Differentiating the equation for D gives

D′ = (1/2 − n) − S n′D′,

D′ = (1/2 − n)/(1 + S n′).

The derivatives of D with respect to U_d and U_p are both D′. Those of W are U_p n′D′ and n + U_p n′D′. Hence

det ∂(D,W)/∂(U_d,U_p) = D′(n + U_p n′D′) − D′U_p n′D′ = nD′.

**Choosing the objective**

Use the gap error and the mean squared band error M, with both band structures aligned at their valence tops:

J = (1 − λ)(g − g_ref)² + λM.

M averages over the k points and all three bands. The aligned π band contributes zero in this model, because its width is the same in both calculations.

For λ = 0 the solutions form a curve, which can be followed by varying D:

U_p = (g_ref + b − D)/n(D), U_d = S(D) − U_p.

Differentiating J twice gives 2∇g∇gᵀ + 2(g − g_ref)∇∇g. The second term vanishes on the curve. The remaining matrix has rank one: it penalizes motion across the curve and, to second order, not along it.

For λ = 1/2, first hold S fixed. Then D is fixed, and a change δW shifts the gap and both σ bands equally. The quadratic part of J is

½δW² + ½(2/3)δW² = (5/6)δW² = (5/6)n²δU_p².

Its second derivative with respect to U_p is 5n²/3. The displacement (−1, 1) in (U_d, U_p) has length √2, so the curvature per unit length squared is 5n²/6. The smallest Hessian eigenvalue cannot exceed the curvature in any direction, so 5n²/6 is an upper bound on it, not an estimate.

A softer direction keeps the gap fixed, δW = −δD. Because dR/dD = D/(4R) = q/2 with q = D/(2R), the two σ bands move by

δE₊ = −(1 − q)δD/2, δE₋ = −(1 + q)δD/2.

Their squares add to (1 + q²)δD²/2. After division by three bands and multiplication by λ = 1/2, the cost is

(1 + ⟨q²⟩)δW²/12 ≤ δW²/6.

This leading-order estimate drops the curvature of the residuals. For the same δW it is at least five times smaller than the fixed-S cost 5δW²/6. With δD left free, the cost to the same order is ½(δW + δD)² + (1/3)(δW + δD/2)² + ⟨q²⟩δD²/12. At given δW it is smallest for δD = −8δW/(7 + ⟨q²⟩), which lies between −δW and −8δW/7. The error valley therefore runs close to the constant-gap curve, where δD = −δW.

**The Bayesian optimization**

Each evaluation of J requires a self-consistent calculation. A Gaussian process uses the N values already known to choose the next one. Let x = (U_d, U_p), let y_i = J(x_i), and take the prior covariance of J as a² times

k(x,x′) = exp[−|x − x′|²/(2ℓ²)].

Let C be the correlation matrix of the sampled points plus 10⁻¹⁰ on its diagonal for numerical stability. Let r = y − m, with the sample mean m taken as the prior mean, and let c_* hold the correlations of a new point with the old ones. The combination

f_* − m − c_*ᵀC⁻¹r

has covariance a²(c_*ᵀ − c_*ᵀC⁻¹C) = 0 with the data. For Gaussian variables this means independence, so knowing the data leaves its mean at zero and its variance unchanged. The prediction and its variance are

μ_* = m + c_*ᵀC⁻¹r,

s² = a²(1 − c_*ᵀC⁻¹c_*).

The logarithm of the data's probability density is

L = −rᵀC⁻¹r/(2a²) − (N/2)ln(2πa²) − ½ln det C.

Setting dL/da² = 0 gives a² = rᵀC⁻¹r/N. Inserting this value leaves

L = −(N/2)[ln(2πa²) + 1] − ½ln det C,

which is maximized over trial lengths ℓ.

Let β be the lowest J found so far. A new value f improves on it by max(β − f, 0). With f = μ_* + su, z = (β − μ_*)/s, and φ and Φ the standard normal density and distribution, the expected improvement is

EI = ∫ from −∞ to z of (β − μ_* − su)φ(u) du
= (β − μ_*)Φ(z) + sφ(z).

The last term follows from ∫uφ du = −φ(z). Its derivatives are −Φ(z) with respect to μ_* and φ(z) with respect to s. EI therefore grows when the prediction is lower or more uncertain.

The procedure is:

1. Choose bounds for U and evaluate J at random starting points. The example uses 0 to 10 eV for each parameter and eight points for a two-parameter fit.
2. For each trial ℓ, here eight values from 1 to 10 eV, compute C, a² and L. Keep the ℓ with the largest L.
3. Draw candidates across the whole range and near the best point. The example uses 1000 uniform candidates and 500 from a normal distribution of width 0.4 eV around the best point, clipped to the bounds.
4. Run the self-consistent calculation at the candidate with the largest EI, and add the result to the data.
5. Repeat from step 2 until the budget is spent, then return the best point actually calculated.
6. Repeat the search from other starting designs. A spent budget does not prove convergence.

**A worked fit**

The round parameters are Δ = 3.0, t = 1.5, c = 1.0 and t_π = 0.2 eV, so b = 1.4 eV. The hybrid has α = 0.25, I_d = 12, I_p = 16 and V = 4 eV. Its on-site part corresponds to U_d = 3 and U_p = 4 eV. Intersite exchange raises the hopping to 1.709 eV. The reference has D = 5.779 eV and W = 0.412 eV, hence

g_ref = 5.779 + 0.412 − 1.400 = 4.791 eV.

With U_p = 0, the gap requires D = 4.791 + 1.400 = 6.191 eV, and the inversion gives U_d = 7.58 eV. The one-parameter search agrees to better than 0.001 eV. This value is well defined, but it depends on the decision to set U_p to zero. At the other end of the curve U_d = 0 and D + W = Δ + U_p/2, so U_p = 2(4.791 + 1.400 − 3.000) = 6.38 eV.

Between these ends, (U_d, U_p) = (5.24, 2) and (2.87, 4) eV also reproduce the gap. Five searches on the gap alone returned U_d from 1.98 to 7.49 eV. Their largest J is about 4.3 × 10⁻⁷ eV², a gap error below 0.001 eV. The scatter comes from the objective, not from poor minimization.

Adding the bands selects U_d = 4.11 and U_p = 3.04 eV (0.151 and 0.112 hartree). The gap is then 0.040 eV too large, and the root-mean-square band error is 0.130 eV. The objective is

J = ½(0.040)² + ½(0.130)² ≈ 0.0093 eV².

Five searches with 40 evaluations each agree within 0.07 eV in either parameter. That is the reproducibility of the minimum, not the uncertainty of U.

For the latter, accept a rise of J by (0.05 eV)² = 0.0025 eV². At fixed S and n = 0.0831, this allows

ΔU_p = √(6 × 0.0025/5)/0.0831 ≈ 0.66 eV

either way. The allowance along the valley is larger. The gap-matching points with U_p = 2 and 4 eV have band errors of 0.152 and 0.150 eV. Half their squares exceed the minimum J by about 0.0023 and 0.0020 eV², so both are acceptable, although their U_d values differ by 2.4 eV.

The Hessian shows the same softness. Its eigenvalues are 0.00091 and 0.638, a ratio of about 700. The smaller one is well below the fixed-S bound of 0.00575. The constant-gap direction accounts for this. From D′ = 0.481 and n = 0.0844 at U_d = 3, U_p = 4 eV,

n′ = [(0.5 − 0.0844)/0.481 − 1]/7 ≈ −0.0194 eV⁻¹.

Using this slope at the fitted point gives D′ ≈ 0.484. Since δD = −δW,

δU_p = (1 + U_p n′)δW/n ≈ 11.3 δW,

δU_d = −δW/D′ − δU_p ≈ −13.4 δW.

The squared length is about 307 δW². Averaging q² gives 1/√(1 + μ) ≈ 0.706, so the cost is 1.706 δW²/12 = 0.142 δW². The curvature is 2 × 0.142/307 ≈ 0.00093, close to the calculated eigenvalue.

**What the fitted values mean**

The best fit does not return the hybrid's on-site values of 3 and 4 eV. When intersite exchange is removed from the reference, the same fit recovers them. The displacement is therefore caused by the missing nonlocal term, not by the optimizer.

The bands show how. At k = π and the reference D, the half-separation R is 4.48 eV with the hybrid hopping but 4.17 eV with t = 1.5 eV. The +U valence band is thus 0.31 eV too shallow there relative to its own top, and the conduction band is 0.31 eV too low relative to its own bottom. At fixed gap, raising D lowers the valence band by (1 + q)δD/2 but the conduction band by only (1 − q)δD/2, so the valence error sets the direction of the fit. The fit compensates by lowering W from 0.412 to 0.252 eV, which moves the whole σ valence band down, and by raising D from 5.78 to 5.98 eV, which slightly more than restores the gap. Since U_p = W/n, it falls from 0.4122/0.1030 = 4.00 to 0.2524/0.0831 = 3.04 eV. The smaller d occupation in the +U fit offsets part of the fall in W.

Another reasonable target gives another answer. Matching only the two σ levels at k = 0 yields U_d = 1.99 and U_p = 4.74 eV. The gap is then reproduced, but the band error is 0.165 eV. U_p exceeds 4 eV because the +U model is less covalent than the hybrid: at the same D, a smaller n needs a larger U_p to give the same W.

**Guidance for using the setting**

- With the gap as sole target, fit one parameter and state how the other was fixed. If both are varied, report the curve of solutions.
- Include bands that respond differently to the two parameters. In the isolated d–p_σ pair, adding k points or band weight cannot help. Here (2, 5) and (5, 2) eV give the same σ bands, measured from their own top, to rounding error, while the three-band sets differ by up to 0.25 eV.
- Before trusting a two-parameter fit, change each U slightly and record the changes of the gap and aligned bands. If the two lists of changes are nearly proportional, the data determine one combination of parameters. Near a good fit, the weighted products of these lists approximate half the Hessian.
- Quote the range of U within an accepted error, not just the scatter between searches.
- Treat a residual larger than the optimizer's error as a mismatch between the methods. The fitted U may then absorb effects that are not on-site, as it does here.
- Check which band forms the valence top. If W exceeds b, the σ band takes over and the gap becomes D, which depends on S alone. The formulas also fail if the gap closes, and multiple self-consistent solutions need separate treatment. For Δ > 0 and S ≥ 0, this model has exactly one solution with D > 0. The reason is that 1/2 − n = ½⟨D/√(D² + 16t² sin²(k/2))⟩ is concave in D, so D − Δ − S(1/2 − n) is convex. It starts at −Δ for D = 0 and grows without limit, and therefore crosses zero once. At large S there can also be solutions with D < 0, in which the d level lies below p_σ. With the example's Δ and t, two exist at S = 20 eV, the corner of the search range, and none at 16 eV. The calculations here start from a small d occupation and follow the solution with D > 0.

The factor 1/n and the numerical ranges belong to this frozen-baseline chain. The exact dependence of the σ pair on S alone also assumes orthonormal projectors that span the pair, so that the p occupation is 1 − n and +U only moves levels; overlapping or incomplete atomic projectors need not satisfy this. In a real solid, the comparison of responses must be repeated with that solid's bands and projectors. The numerical output gives the individual searches and the remaining values.

Calculated quantities

```
Model parameters, eV: Delta, t, c, t_pi = 3.0 1.5 1.0 0.2
Hybrid: alpha = 0.25 ; I_d, I_p, V_pd (eV) = 12.0 16.0 4.0
k points = 32 ; search range of each U (eV) = 0 to 10.0
On-site alpha*I_d, alpha*I_p: 3.000, 4.000 eV
Baseline gap 1.6000 eV, d occupation 0.1787
Hybrid gap 4.7909 eV, d occupation 0.1030
Hybrid D 5.7787 eV, W 0.4122 eV
Hybrid effective hopping 1.7094 eV
Equal S=7 eV: sigma-only max difference 1.8e-15 eV
Equal S=7 eV: three-band max difference 0.2533 eV
At on-site U: n 0.0844, D' 0.4810, det 0.04061
U_p=0 gap fit: formula U_d 7.5826 eV, BO 7.5824 eV (16 runs)
Gap curve: U_p (eV), U_d (eV), gap error (eV), rms band error (eV)
  0.0  7.5826  -6.0e-12  0.1990
  2.0  5.2436  -3.7e-12  0.1520
  4.0  2.8738  -1.7e-12  0.1499
  6.0  0.4650  -2.0e-13  0.2054
Gap Hessian at U_p=4 eV: 5.0e-08, 0.9462
Combined fit: U_d 4.1068, U_p 3.0373 eV
  in hartree: 0.15092, 0.11162
  J 0.009254 eV^2, gap 4.8308 eV, n 0.0831
  D 5.9784 eV, W 0.2524 eV
  rms band error 0.1300 eV
Combined Hessian eigenvalues: 0.000906, 0.6376
  soft bound 5n^2/6 = 0.005754; ratio 703.5
J rise 0.0025 eV^2 at fixed S: U_p +/- 0.6591 eV
Control V_pd=0: U_d 3.0000, U_p 4.0000 eV
Zone-centre match: U_d 1.9910, U_p 4.7372 eV
  gap 4.7909 eV, rms band error 0.1645 eV
BO gap only, 30 runs: seed, U_d, U_p (eV), excess J (eV^2)
  0  5.3138  1.9414  2.93e-07
  1  5.4900  1.7893  4.25e-07
  2  4.6785  2.4787  1.99e-07
  3  7.4882  0.0804  1.85e-07
  4  1.9762  4.7496  2.56e-09
  spread U_d 5.5120, U_p 4.6692 eV
BO gap+bands, 40 runs: seed, U_d, U_p (eV), excess J (eV^2)
  0  4.0988  3.0472  1.86e-06
  1  4.0775  3.0620  6.70e-07
  2  4.1448  3.0057  1.11e-06
  3  4.0757  3.0599  2.94e-06
  4  4.1182  3.0269  2.30e-07
  spread U_d 0.0690, U_p 0.0563 eV
```
